\section*{Effective mouth sticking of a spherical cavity in metal deposition}

\section{A pocket behind a narrow opening}

When metal is deposited from a vapour into a trench or via, the film can thicken faster near the top than below. A pocket is then left whose opening is narrower than its body. Molecules still enter through the opening. Some react on the wall and leave metal there; others bounce about and come out again. Seen from above, the opening behaves like a flat patch of surface with its own sticking probability $S$, which differs from the sticking probability $s$ of the metal itself. How large is $S$, and how fast does the hidden wall grow?

The pocket is taken to be a sphere of radius $R$ cut by a plane. The flat circular cut, of radius $a$, is the mouth. The assumptions are these.

\begin{itemize}
\item Molecules fly in straight lines between walls, without gas collisions.
\item At each wall impact a molecule sticks with the same probability $s$, where $0<s\le 1$.
\item A molecule that does not stick leaves from the point of impact, without memory of its arrival. Its probability per solid angle is $\cos\theta/\pi$, with $\theta$ measured from the inward normal.
\item The shape does not change while one molecule is inside.
\end{itemize}

$S$ is the probability that a molecule crossing the flat mouth inward is finally captured.

\section{Simple case: one escape probability for all points}

Leave the shape aside and suppose that a re-emitted molecule escapes with the same probability $e$ from every wall point, with $0<e\le1$. Suppose also that every entering molecule strikes the wall at least once.

The first impact captures it with probability $s$. To reach a second impact it must fail to stick, with probability $1-s$, and then fail to escape, with probability $1-e$. Each further impact costs the same factor, so
\begin{equation}
S=s\sum_{k=0}^{\infty}\big[(1-s)(1-e)\big]^k=\frac{s}{1-(1-s)(1-e)} .
\end{equation}
The series converges because $(1-s)(1-e)<1$. The denominator is
\begin{equation}
1-(1-s)(1-e)=1-(1-e-s+se)=s+e-se=s+(1-s)e ,
\end{equation}
and therefore
\begin{equation}
S=\frac{s}{s+(1-s)e}.
\label{eq:e}
\end{equation}
The denominator is the probability that a given impact is the last one: the molecule either sticks, or leaves the surface and escapes. $S$ is the share of sticking among these two endings.

Two limits test this stage. If $e=1$, there is no second chance and $S=s$. If $e\to0$ at fixed $s$, the molecule cannot get out and $S\to1$.

\section{The sphere supplies the constant escape probability}

In a general shape, different wall points see the opening differently well. Whether they do so in the sphere must be worked out.

\subsection{Areas}

Let the mouth lie in the plane $z=h$, with the centre of the sphere at $z=0$ and the cavity below the plane. Positive $h$ means a re-entrant pocket, negative $h$ a shallow dish. The missing cap has area $2\pi R(R-h)$. The open area fraction is its share of the full sphere:
\begin{equation}
f=\frac{2\pi R(R-h)}{4\pi R^2}=\frac12\left(1-\frac hR\right),\qquad h=R(1-2f).
\label{eq:f}
\end{equation}
The area of the flat mouth follows from $a^2=R^2-h^2$:
\begin{equation}
A_m=\pi R^2\left[1-(1-2f)^2\right]=4\pi R^2 f(1-f).
\end{equation}
The remaining wall has area $A_w=4\pi R^2(1-f)$, so
\begin{equation}
\frac{A_m}{A_w}=f .
\label{eq:ratio}
\end{equation}
Thus $f$ has two equivalent meanings: cap area over full sphere area, and flat mouth area over remaining wall area. The flat mouth area over the full sphere area is a different number, $f(1-f)$.

\subsection{Equal areas are equally likely targets}

A molecule leaves a wall point at angle $\theta_1$ to the normal. A surface element $dA$ at distance $d$, whose normal makes the angle $\theta_2$ with the line of flight, fills the solid angle $\cos\theta_2\,dA/d^2$. The probability of flying to it is
\begin{equation}
dP=\frac{\cos\theta_1\cos\theta_2}{\pi d^2}\,dA .
\label{eq:kernel}
\end{equation}
If both points lie on the sphere, they form with its centre an isosceles triangle with sides $R$, $R$ and $d$. The normals point along the equal sides, so both angles are base angles of this triangle. Half the base divided by a side gives $\cos\theta_1=\cos\theta_2=d/(2R)$. Hence
\begin{equation}
dP=\frac{1}{\pi d^2}\,\frac{d^2}{4R^2}\,dA=\frac{dA}{4\pi R^2}.
\label{eq:equal}
\end{equation}
The distance has cancelled. A distant element fills a smaller solid angle, but it lies closer to the normal direction, where emission is stronger and the target is less tilted.

\subsection{From the missing cap to the flat mouth}

Continue each ray to the full sphere. If it ends on the missing cap, it has gone from below the plane to above it while staying inside the ball, so it has crossed the flat mouth. Conversely, a ray that crosses the mouth upward keeps rising and must meet the sphere on the cap. Escape through the mouth and arrival on the cap are the same event, and by \eqref{eq:equal} its probability is $f$ from every wall point.

This was tested by integrating \eqref{eq:kernel} directly over the flat mouth for $R=20$ nm and $a=8$ nm. From wall points at polar angles 0.70, 1.20, 2.20 and 3.14 rad the result is 0.04174 each time, equal to $f$.

An entering molecule moves downward, so its ray meets the sphere below the plane, on the wall. Both suppositions of the simple case hold, with $e=f$:
\begin{equation}
\boxed{\,S=\frac{s}{s+(1-s)f}\,}
\label{eq:S}
\end{equation}
This is exact within the stated model, for any $0<f<1$. The directions and positions of entry have not been used, so cosine entry is not required for $S$.

The reference flux does matter. If one imagines cosine emission from the curved cap, a fraction $f$ of it flies from cap to cap without crossing the mouth. Per molecule leaving the cap, the captured fraction is then $(1-f)S$. Equation \eqref{eq:S} counts molecules crossing the flat mouth.

\subsection{Limits and trajectories}

For $f\to1$ the cavity flattens into a plane and $S\to s$. For $s=1$, $S=1$. For weak sticking, divide numerator and denominator by $f$:
\begin{equation}
S=\frac{s/f}{1+s(1-f)/f}\simeq\frac sf=s\,\frac{A_w}{A_m}\qquad(s\ll f).
\end{equation}
Here the mouth gains simply by the ratio of wall area to mouth area. The gain saturates when $s$ is no longer small compared with $f$, since $S$ cannot exceed one.

Following $10^5$ molecules per case in three dimensions gives an independent test:
\begin{center}
\begin{tabular}{cccc}
$f$ & $s$ & $S$, traced & $S$, eq.~\eqref{eq:S}\\
0.1 & 0.05 & 0.3441 & 0.3448\\
0.3 & 0.30 & 0.5870 & 0.5882\\
0.7 & 0.20 & 0.2623 & 0.2632
\end{tabular}
\end{center}
The last case is a shallow dish. A parallel beam sent straight down into the second cavity gives 0.5880, which confirms that the entry distribution does not affect the total.

\section{From total capture to the film on the wall}

The distribution of entry does affect where the metal goes. Let the gas above the mouth supply a uniform flux $J_0$ (molecules per area and time) with cosine directions. The first-impact flux at a wall point is
\begin{equation}
J_1=J_0\int_{\rm mouth}\frac{\cos\theta_1\cos\theta_2}{\pi d^2}\,dA_m=fJ_0 .
\end{equation}
The integral is the probability of flying from that wall point to the mouth, because the kernel is unchanged when its two ends are exchanged. The first impacts are therefore uniform. Their total, $fJ_0A_w$, equals the incoming rate $J_0A_m$ by \eqref{eq:ratio}, as it must.

A uniform flux $J_k$ re-emits $(1-s)J_k$ per area. By \eqref{eq:equal}, the next flux at any wall point is
\begin{equation}
J_{k+1}=(1-s)J_k\,\frac{A_w}{4\pi R^2}=(1-s)(1-f)J_k ,
\end{equation}
which is again uniform. Summing the generations gives the total wall flux
\begin{equation}
J_w=\frac{fJ_0}{1-(1-s)(1-f)}=\frac{fJ_0}{s+(1-s)f}.
\end{equation}
The growth rate is $sJ_w\Omega$ on the cavity wall and $sJ_0\Omega$ on the flat field outside, where $\Omega$ is the volume deposited per captured molecule and $s$ is the same in both places. Their ratio is
\begin{equation}
c=\frac{J_w}{J_0}=\frac{f}{s+(1-s)f}.
\label{eq:c}
\end{equation}
The mean number of wall impacts per entering molecule is the same geometric series without the factor $s$:
\begin{equation}
N=\frac{1}{s+(1-s)f}=\frac Ss,\qquad c=fN .
\end{equation}

For $s\ll f$, $c\to1$: the hidden wall grows as fast as the field. For $s=1$, $c=f$: only the first impacts contribute. In between,
\begin{equation}
1-c=\frac{s+(1-s)f-f}{s+(1-s)f}=\frac{s(1-f)}{s+(1-s)f}>0 ,
\label{eq:less}
\end{equation}
so the wall lags behind the field. A large $S$ does not mean a fast-growing wall, because the captured metal is spread over an area $1/f$ times that of the mouth.

With the parallel beam the film is not uniform. On a sphere equal height intervals have equal areas, so a uniform film has a uniform distribution of capture heights. For $f=0.3$ and $s=0.30$, the cumulative height distribution under the beam departs from the uniform one by up to 0.291.

The ratio $c$ also measures how sensitive the capture is to $s$. From $\ln S=\ln s-\ln[s+(1-s)f]$,
\begin{equation}
\frac{d\ln S}{d\ln s}=1-\frac{s(1-f)}{s+(1-s)f}=c ,
\end{equation}
where the last step uses \eqref{eq:less}. When the film is nearly conformal, a relative error in $s$ passes almost fully into $S$.

\section{Other shapes: the sphere as an upper bound}

Now let the wall have another shape, still closed by a flat mouth, with every entering ray striking the wall. Keep uniform cosine entry, and define $f=A_m/A_w$. Let $K$ be the operator that carries re-emitted flux from wall to wall:
\begin{equation}
(Kg)(x)=\int_{\rm wall}\kappa(x,y)\,g(y)\,dA_y ,
\end{equation}
where $\kappa$ is the kernel in \eqref{eq:kernel}, set to zero if $x$ and $y$ cannot see each other. It is symmetric. A ray from $x$ ends on the wall or leaves through the mouth, so the mouth is seen with probability $e(x)=1-(K1)(x)$.

Write $\langle g\rangle$ for the average over the wall. All rays from the mouth reach the wall, so reciprocity gives $\langle e\rangle=A_m/A_w=f$ and $\langle K1\rangle=1-f$.

With $\lambda=1-s$ and $M=I-\lambda K$, the wall flux obeys $J=J_0e+\lambda KJ$, or $MJ=J_0(I-K)1$. For $s<1$,
\begin{equation}
I-K=\frac{M-sI}{\lambda}\quad\Longrightarrow\quad
\frac{\langle J\rangle}{J_0}=\frac{1-s\langle M^{-1}1\rangle}{\lambda}.
\end{equation}
Since $K$ is symmetric and non-negative with $K1\le1$, its norm is at most one, and $M$ is positive. The Cauchy--Schwarz inequality applied to $M^{1/2}1$ and $M^{-1/2}1$ gives
\begin{equation}
1\le\langle M1\rangle\langle M^{-1}1\rangle,\qquad
\langle M1\rangle=1-\lambda(1-f)=s+\lambda f\equiv D .
\end{equation}
Thus $\langle M^{-1}1\rangle\ge1/D$. The capture probability is the captured rate over the incoming rate:
\begin{equation}
S=\frac{s\langle J\rangle A_w}{J_0A_m}=\frac{s}{f}\frac{\langle J\rangle}{J_0}
\le\frac sf\,\frac{1-s/D}{\lambda}=\frac sf\,\frac{D-s}{\lambda D}=\frac sD ,
\end{equation}
because $D-s=\lambda f$. At equal $s$ and equal mouth-to-wall ratio, the spherical value is an upper bound. It is reached when $K1$ is constant, that is, when all wall points see the mouth equally well. For $s=1$ both sides equal one.

A deep cup shows how far the bound can be from the true value. Half a spheroid, eight times as deep as its mouth radius, has $f=0.0790$. At $s=0.10$ tracing gives $S=0.4669$, while the spherical formula gives 0.5844, which is 25\% above the traced value.

\section{A pocket in a cobalt film}

Consider cobalt deposited at low pressure from a molecular precursor, with rough typical values: $R=20$ nm, $a=8$ nm, $s=0.01$, $T=450$ K, and 1 mTorr of precursor in a total pressure of 1 Torr. The precursor mass is $m=180$ u, and each captured molecule leaves one cobalt atom of volume $\Omega=0.011$ nm$^3$.

From \eqref{eq:f},
\begin{equation}
f=\tfrac12\left(1-\sqrt{1-(8/20)^2}\right)=0.0417 ,
\end{equation}
and then
\begin{align}
S&=\frac{0.01}{0.01+0.99\times0.0417}=0.195,\\
N&=S/s=19.5,\qquad c=fN=0.813 .
\end{align}
Tracing gives $S=0.1933$, with a standard error of 0.0014, and $N=19.3$. The mouth captures about twenty times as well as an equal area of flat film, yet four of five entering molecules still come out.

The incident flux is $J_0=p/\sqrt{2\pi mk_BT}=1234$ molecules/(nm$^2$\,s), with $p$ the precursor pressure just above the film. At 1 Torr total pressure this can be lower than the supplied pressure, because the precursor must diffuse through the carrier gas to reach the film. The field grows at
\begin{equation}
sJ_0\Omega=0.01\times1234\times0.011\ \text{nm/s}=0.136\ \text{nm/s},
\end{equation}
or 8.15 nm/min, and the cavity wall at $c$ times this, 0.110 nm/s.

\subsection{Why the pocket does not fill}

Let $x$ be the film thickness on the field. Suppose that the lip closes at the field rate and the cavity stays spherical. Then
\begin{equation}
\frac{da}{dx}=-1,\qquad \frac{dR}{dx}=-c .
\end{equation}
After 1 nm, $f$ has fallen to about 0.034 and $S$ has risen to about 0.23. Setting $c=1/2$ in \eqref{eq:c} gives $f=s/(1+s)$: once the open fraction is down to about $s$, the wall grows at half the field rate, and as $f\to0$ it is starved.

The mouth closes after $8/0.136\approx59$ s. Numerical integration leaves a void of radius about 16 nm. The assumed lip rate is an upper value: the throat faces sideways, with half its view into the depleted cavity, and receives about $(1+c)J_0/2$. With $da/dx=-(1+c)/2$ closure takes about 81 s and the void radius is about 15 nm; the lip still advances faster than the wall. This estimate omits the neck that forms above the cavity as the field film thickens; at the same closing rate, the neck would reduce the supply to the cavity wall and leave a larger void. Less sticky chemistry cannot remove it in this model. Since $c<1$, the wall gains less than the 8 nm by which the lip closes, so the void radius stays above $R-a=12$ nm for any $s$. Film growth alone can avoid the void only if the re-entrant shape is prevented or the inside grows faster than the lip.

\subsection{Comparison with a real deposition}

Cobalt is used in narrow interconnect features, and the pressures and growth rate above are plausible for thin-film deposition. The least certain input is $s$. Real sticking depends on temperature, surface condition and coverage by reactants and by-products, and can differ by orders of magnitude between processes. Halving $s$ alone changes $S$ from 0.195 to 0.107; doubling it gives 0.328. Real pockets are also not spheres. In a long trench the void may run along the line, and that geometry needs its own kernel.

The other omissions can be sized with the remaining inputs held fixed.

\begin{itemize}
\item \emph{Neck.} A straight neck 4 nm long above the mouth, with the same wall sticking, lowers capture in the cavity to about 0.185 per molecule entering the neck, about 5\% below the ideal value; the neck itself captures a further 0.009. The effect grows as the mouth narrows: at $a=2$ nm a neck 6 nm long halves the wall growth rate given by \eqref{eq:c}.
\item \emph{Shape.} Doubling the vertical semi-axis at fixed mouth radius lowers $A_m/A_w$ to 0.0241 and raises $S$ to 0.292. The spherical formula with this new ratio gives 0.296, so the change comes mainly from the added wall area.
\item \emph{Re-emission.} With 20\% mirror-like reflection $S$ stays at 0.195, equal to the ideal value to three digits; with 80\% it falls to about 0.187.
\item \emph{Molecular size.} A molecular radius of 0.3 nm shrinks both the accessible mouth and the accessible sphere. Capture per geometric mouth area becomes 0.188, about 4\% lower.
\item \emph{Gas collisions.} For collision partners of equal mass and 0.5 nm diameter, the mean free path $k_BT/(\sqrt2\,\pi d^2p_{\rm tot})$ is about 42 $\mu$m, while an entering molecule flies about 540 nm inside the cavity on average. This gives about 0.013 collisions per entrant. In a much lighter carrier gas the heavy precursor collides more often, but each collision deflects it less.
\item \emph{Surface migration.} A strip 1 nm wide along the lip is about 1\% of the wall area. Migration over 1 nm before reaction thus involves a small part of the adsorbed molecules; much longer migration would break the assumption of re-emission from the point of impact.
\end{itemize}

The flight time per entrant is 2.3 ns, against 59 s for closure, so the shape is effectively fixed during flight. Time spent adsorbed is not included, and it faces a much stricter limit than the closure time: a constant $s$ requires a sparsely covered surface. The wall flux is $cJ_0\approx1000$ molecules/(nm$^2$\,s), while a full layer of molecules 0.5 nm wide holds about 4.6 per nm$^2$. A stay of 0.1 ms per impact then covers about 2\% of the surface, but 1 ms already covers about 20\%. By-products of the captured molecules must also leave quickly enough to keep the surface free. If these conditions hold, then for a rounded pocket whose neck is short compared with the mouth radius the formula is limited mainly by the value of $s$ and by the actual wall area. It does not carry over to long necks or deep features, where transport along the feature limits the supply: for a cylindrical via twenty radii deep at $s=0.01$, tracing gives $S\approx0.19$, against 0.29 from the spherical formula with the true wall area. The computed values are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
sphere radius 20 nm, mouth radius 8 nm, s = 0.01
open area fraction f = 0.04174
flat mouth / wall area, quadrature = 0.04174
view of mouth from polar angle 0.70 rad = 0.04174
view of mouth from polar angle 1.20 rad = 0.04174
view of mouth from polar angle 2.20 rad = 0.04174
view of mouth from polar angle 3.14 rad = 0.04174
f=0.1 s=0.05: S traced 0.3441, law 0.3448
f=0.3 s=0.30: S traced 0.5870, law 0.5882
f=0.7 s=0.20: S traced 0.2623, law 0.2632
parallel beam, f=0.3 s=0.30: S traced 0.5880, law 0.5882
parallel beam: largest departure from uniform film 0.291
deep cup, depth/mouth radius 8, s=0.10: area ratio 0.0790
deep cup: S traced 0.4669, spherical law 0.5844
example: S law 0.1948, traced 0.1933, std. error 0.0014
example: impacts per entrant law 19.48, traced 19.28
example: wall/field growth ratio c = 0.8133
example: d ln S / d ln s, finite difference = 0.8133
T = 450 K, precursor 1 mTorr, total 1 Torr
precursor mass 180 u, Co atom volume 0.011 nm^3
incident flux = 1234 molecules/(nm^2 s)
field growth = 0.1358 nm/s = 8.15 nm/min
cavity wall growth = 0.1104 nm/s
s halved: S = 0.1074
s doubled: S = 0.3284
neck 4 nm long: cavity capture = 0.1842
20 % specular re-emission: S = 0.1920
cavity stretched twofold: mouth/wall area = 0.02406
stretched cavity: S traced 0.2921, spherical law 0.2957
molecule radius 0.3 nm: f = 0.03978, S = 0.2025
same, per geometric mouth area: 0.1876
gas mean free path (diameter 0.5 nm) = 42.0 um
path flown in cavity per entrant, traced = 534 nm
gas collisions per entrant = 0.0127
flight time in cavity = 2.32 ns
1 nm strip at lip / wall area = 0.0104
after 1 nm of field film: f = 0.03446, S = 0.2267
pinch-off time = 58.9 s
estimated void radius at pinch-off = 16.0 nm
\end{verbatim}
